# Why a Noisier Correlated Estimate Can Deserve a Negative Weight

**Question.** Two calculations estimate the same energy, and one is noisier than the other. Their errors are correlated. Why does the unbiased average of least variance sometimes give the noisier estimate a negative weight, so that the result lies outside the interval between the two, and at what correlation does this begin?

**What the difference reveals**

Write the estimates as

$$x_1=T+e_1,\qquad x_2=T+e_2,$$

where $T$ is the target. The errors have zero mean, known standard deviations $0<s_1<s_2$, correlation $r$ with $|r|<1$, and covariance $c=r s_1s_2$. No particular shape of the error distribution is assumed.

An average $w_1x_1+w_2x_2$ with constant weights has mean $(w_1+w_2)T$. For this to equal $T$ whatever the target is, the weights must satisfy $w_1+w_2=1$. Nothing requires each of them to be positive. Substituting $w_1=1-w_2$ gives

$$w_1x_1+w_2x_2=x_1+w_2d,\qquad d=x_2-x_1=e_2-e_1 .$$

The target has cancelled from $d$. The second estimate therefore enters as a correction to the first, and the correction is built from errors alone. The question becomes what $d$ says about $e_1$.

If the errors are independent, a positive $d$ suggests that $x_2$ is too high and also that $x_1$ is somewhat too low. The remedy is to move $x_1$ towards $x_2$, which is a positive weight.

Now suppose that both estimates suffer from one common error, and that the second suffers from it more strongly. When the common error is positive, both estimates are too high and $x_2$ is the higher. A positive $d$ is then a sign that $x_1$ is too high, and $x_1$ must be moved away from $x_2$. That is a negative weight. The noisier estimate serves as a gauge of the error in the better one.

For a correction proportional to $d$, the covariance of $e_1$ with $d$ decides between the two cases:

$$\operatorname{cov}(e_1,d)=\operatorname{cov}(e_1,e_2)-\operatorname{var}(e_1)=c-s_1^2=s_1(rs_2-s_1).$$

It is positive when $r>s_1/s_2$. Equivalently, the best linear guess of $e_2$ from $e_1$ has slope $c/s_1^2=rs_2/s_1$, and the threshold is the point where this slope passes one: beyond it, the linear guess of $e_2$ has the same sign as $e_1$ and a larger magnitude.

**The weight and the variance**

The error of the average is $e_1+w_2d$. Its variance is

$$V(w_2)=s_1^2+2w_2(c-s_1^2)+w_2^2D,$$

$$D=\operatorname{var}(d)=s_1^2+s_2^2-2c=(s_2-s_1)^2+2s_1s_2(1-r)>0 .$$

Since $D$ is positive, $V$ is an upward parabola. Completing the square gives

$$V(w_2)=s_1^2-\frac{(s_1^2-c)^2}{D}+D\,(w_2-w_2^*)^2,\qquad w_2^*=\frac{s_1^2-c}{D}=\frac{s_1(s_1-rs_2)}{D}.$$

The minimum is at $w_2^*$, and its sign is that of $s_1-rs_2$. Hence

$$w_2^*<0\quad\text{if and only if}\quad r>\frac{s_1}{s_2}.$$

The other weight is $w_1^*=1-w_2^*=(s_2^2-c)/D$. It is positive, because $c<s_1s_2<s_2^2$.

To simplify the least variance, put it over the denominator $D$. The numerator is

$$s_1^2(s_1^2+s_2^2-2c)-(s_1^4-2cs_1^2+c^2)=s_1^2s_2^2-c^2,$$

so that

$$V_{\min}=s_1^2-\frac{(s_1^2-c)^2}{D}=\frac{s_1^2s_2^2(1-r^2)}{D}.$$

The first form shows that the second estimate helps on both sides of the threshold. At the threshold, $d$ is uncorrelated with $e_1$, the weight is zero and $V_{\min}=s_1^2$. Above it, someone who insists on weights between zero and one can do no better than $x_1$ alone, because the parabola rises throughout that range.

Two limits show the change of role. At $r=0$ the weight is $s_1^2/(s_1^2+s_2^2)$, the usual inverse-variance rule. As $r\to1$, $D\to(s_2-s_1)^2$, so $w_2^*\to-s_1/(s_2-s_1)$ and $V_{\min}\to0$: the errors become proportional, and a suitable subtraction removes them. If instead $s_1=s_2$, both weights are one half for any $r<1$, and no negative weight occurs.

**Sharing an error is not enough**

Let $a$ be a common error with variance $v$, and let $n_1,n_2$ be independent errors with variances $\nu_1,\nu_2$:

$$e_1=a+n_1,\qquad e_2=ka+n_2 .$$

Then $s_1^2=v+\nu_1$, $s_2^2=k^2v+\nu_2$ and $c=kv$. Insertion gives

$$w_2^*=\frac{\nu_1-(k-1)v}{(k-1)^2v+\nu_1+\nu_2}.$$

The weight is negative when $(k-1)v>\nu_1$. For $k=1$ it is $\nu_1/(\nu_1+\nu_2)$, which cannot be negative however large the shared error is.

More generally, an additional independent error that enters both estimates equally, with variance $F$, adds $F$ to $s_1^2$, $s_2^2$ and $c$. The differences that determine $w_2^*$ do not change, while $V_{\min}$ rises by $F$. Such an error cannot be averaged away.

When the independent errors vanish and $k>1$, the weights become

$$w_1^*=\frac{k}{k-1},\qquad w_2^*=-\frac1{k-1}.$$

This is two-point extrapolation: the combination cancels $a$ whatever its value. A negative weight in the presence of noise is a cautious extrapolation.

**A charged vacancy in a gate oxide**

Consider the formation energy of an oxygen vacancy of charge $q=2$ in hafnium dioxide, at fixed chemical potentials and with one fixed density functional. The target is the energy in an infinite cell. The two estimates come from cubic cells of edge $L_1=20$ and $L_2=10$ angstrom.

A periodic calculation includes the interaction of the charge with its images and with the neutralizing background. In atomic units, for a point charge in a medium of dielectric constant $\varepsilon$, this energy is

$$E_{\rm image}=-\frac{\alpha q^2}{2\varepsilon L},\qquad \alpha=2.8373,$$

with $\alpha$ obtained by Ewald summation. The calculated energy is too low, so the correction adds $\alpha q^2/(2\varepsilon L)$. With $\varepsilon=20$ the corrections are 0.2043 eV in the large cell and 0.4086 eV in the small one.

Suppose that $1/\varepsilon$ is known with a relative standard deviation of 0.25. Both corrections use the same value, so both inherit its error, with standard deviations $0.25\times0.2043=0.0511$ eV and $0.25\times0.4086=0.1021$ eV. The small cell amplifies the shared error by $k=L_1/L_2=2$. Let each cell also have independent numerical noise of 0.020 eV. Then, with unrounded values carried through the arithmetic,

$$s_1=\sqrt{0.0511^2+0.020^2}=0.0548\ \text{eV},\qquad s_2=\sqrt{0.1021^2+0.020^2}=0.1041\ \text{eV}.$$

The covariance is $c=0.0511\times0.1021=0.00522$ eV², so $r=0.914$. The threshold is $s_1/s_2=0.527$, and the weight must be negative. With $D=0.00341$ eV²,

$$w_2^*=\frac{0.003008-0.005216}{0.003408}=-0.648,\qquad w_1^*=1.648 .$$

Take $x_1=3.00$ eV and $x_2=3.06$ eV as round model values. The average is

$$3.00-0.648\times0.06=2.961\ \text{eV}\quad(0.1088\ \text{hartree}),$$

below both estimates. Its standard deviation is 0.040 eV (0.0015 hartree), against 0.055 eV for the large cell alone. Full extrapolation would give $2x_1-x_2=2.94$ eV. The optimum stops short of it because large weights of opposite sign magnify the noise.

As far as statistical error is concerned, the gain is cheap. A single cell with the same noise would need an edge of $L_1\times0.0511/\sqrt{0.0397^2-0.020^2}\approx30$ angstrom to match 0.040 eV. At a rough 35 cubic angstrom per formula unit, that is about 2300 atoms instead of 700. If cost grows as the cube of the atom number, with equal numbers of k points, it costs about 36 times as much as the 20 angstrom cell, whereas the 10 angstrom cell adds 0.2 percent.

**When the covariance is wrong**

The negative weight relies on the assumed covariance. Keep $w_2=-0.648$, $s_1$ and $s_2$ fixed, and ask when the average is no better than $x_1$. Setting $V(w_2)=s_1^2$ and dividing by the nonzero $w_2$ gives $w_2D=2(s_1^2-c)$, or

$$c=\frac{2s_1^2-w_2(s_1^2+s_2^2)}{2(1-w_2)} .$$

This corresponds to $r=0.80$. If the true correlation is lower, the average is worse than the large cell alone, even though a smaller negative weight would still be right down to 0.527.

A misjudged dielectric spread does similar harm. If the true spread is half the assumed one, the old weights give 0.0365 eV and the large cell alone gives 0.0324 eV. The correct weight would then be $-0.17$, with a deviation of 0.0318 eV, so there is little left to gain.

The estimates must also be unbiased. In an isotropic medium, even with the exact dielectric constant, the point-charge correction leaves errors proportional to $1/L^3$, of which two are estimated here. The first comes from the spread of the defect charge. Take this charge to be spherical, with mean squared radius $R^2$; the potential of the images, averaged over it, then equals their potential at its centre and adds no further shift. Near the charge, the uniform background adds $2\pi q\rho^2/(3\varepsilon L^3)$ to the potential at distance $\rho$, and averaging over the charge replaces $\rho^2$ by $R^2$. Spreading the charge also lowers the space integral of its potential by $2\pi qR^2/(3\varepsilon)$; keeping the cell average at zero raises the potential by that amount divided by $L^3$. The two shifts are equal, and half the charge times their sum is $2\pi q^2R^2/(3\varepsilon L^3)$. The second error is elastic. Take a defect that would expand the crystal by $\Delta V$ and hold the cell at the host volume. In isotropic elasticity it pushes on the lattice with strength $B\Delta V$, where $B$ is the bulk modulus, and each long-wavelength Fourier component of the response is longitudinal and lowers the energy by $(B\Delta V)^2/(2ML^3)$, where $M=B+4\mu/3$ and $\mu$ is the shear modulus. The fixed cell lacks the component of zero wavevector, so its energy lies above that of the infinite cell by $B^2\Delta V^2/(2ML^3)$. This is less than $B\Delta V^2/(2L^3)$, the energy released by relaxing the cell to zero pressure, and the relaxed cell falls below the infinite-cell value.

For rough values $R=2$ angstrom, $B=200$ GPa, $\mu=100$ GPa and $\Delta V=5$ cubic angstrom, the two biases are 0.024 and 0.009 eV in the small cell and total 0.004 eV in the large one. The average turns them into $-0.015$ eV: smaller in magnitude than its standard deviation, but larger in magnitude than the bias of the large cell. With bias included, a single cell of about 27 angstrom would match the root-mean-square error of the average, at about 17 times the cost of the 20 angstrom cell. These two terms are not the only ones. The average loses its advantage over the large cell once the net $1/L^3$ bias of the small cell exceeds about 0.09 eV in magnitude. Screening is weaker at short range than the macroscopic $\varepsilon$ implies: if $1/\varepsilon$ rises with wavevector $g$ as $1/\varepsilon+(1-1/\varepsilon)g^2/(g^2+g_0^2)$, a term $-2\pi q^2(1-1/\varepsilon)/(g_0^2L^3)$ appears, about $-0.15$ eV in the small cell for a model value $g_0=1.5$ per angstrom. Such terms must be corrected in each cell before the two are combined.

**Beside the real oxide**

A dielectric constant near 20 is a rough typical value for hafnium dioxide; the spread, the noise and the vacancy energies are model choices. The largest uncertainty sized here lies outside the target. If the functional itself has a rough error of 0.2 eV, equal in both cells and uncorrelated with the other errors, the weights stay the same but the total deviation becomes 0.204 eV. For dilute vacancies in equilibrium at 1000 K and at a fixed Fermi level, where $k_BT=0.086$ eV, moving from 3.00 to 2.961 eV raises their density by a factor of 1.6; 0.2 eV corresponds to a factor of 10. If the charged vacancies themselves set the Fermi level, both factors are smaller. Vibrational free energy is also left out.

A real gate film is only a few nanometres thick and has electrodes nearby, so the infinite crystal is itself an idealization. A metal plane at distance $h$ lowers the energy of the charge by $q^2/(4\varepsilon h)$, half the interaction with an opposite image charge at distance $2h$. For $h=10$ angstrom this is $0.4086/(2\times2.8373)=0.07$ eV, more than the statistical uncertainty of the average. If the assumed covariance is close to the true one and the biases are no larger than estimated above, the negative weight lowers the expected squared error of the infinite-crystal energy for the chosen functional; it does not supply these missing effects.
